# Separating j-Dependent Pseudopotentials into Scalar and Spin-Orbit Parts

A relativistic pseudopotential for a heavy atom is taken here to be given as a set of radial functions \(V_{lj}(r)\), one for each orbital angular momentum \(l\) and each total angular momentum \(j=l\pm\tfrac12\). The dependence on \(j\) is inherited from the Dirac equation of the atom. In a basis of plane waves or orbitals times spin-up and spin-down functions, however, \(j\) is not a label. This problem rewrites the potential so that it acts directly on such functions.

**Setting and conventions.** The electron is described by a two-component spinor. Its orbital angular momentum \(\mathbf L\), spin \(\mathbf S\) and their sum \(\mathbf J=\mathbf L+\mathbf S\) carry their factors of \(\hbar\). For a fixed \(l\ge 1\), write

\[
V_+(r)=V_{l,l+1/2}(r),\qquad V_-(r)=V_{l,l-1/2}(r),\qquad D(r)=V_+(r)-V_-(r).
\]

The part of the pseudopotential that acts in the shell \(l\) is

\[
\hat V_l=V_+(r)\,\Pi_+ +V_-(r)\,\Pi_-,\qquad
\Pi_\pm=\sum_{m_j}|l,j{=}l{\pm}\tfrac12,m_j\rangle\langle l,j{=}l{\pm}\tfrac12,m_j| .
\tag{1}
\]

The projectors \(\Pi_\pm\) act on angles and spin, not on \(r\). Together they span the shell, so \(\Pi_++\Pi_-=P_l\), the projector on orbital angular momentum \(l\). The functions \(V_\pm\) are taken as given, and whatever approximations went into them remain. Electrostatic quantities are in Gaussian units.

## (a) The spin-orbit product in each j channel

**Question.** What values does \(\Lambda=\mathbf L\cdot\mathbf S/\hbar^2\) take on the states with \(j=l+\tfrac12\) and \(j=l-\tfrac12\)?

**Solution.** The components of \(\mathbf L\) commute with those of \(\mathbf S\), so the two cross terms in the square of \(\mathbf J\) are equal:

\[
\mathbf J^2=\mathbf L^2+\mathbf S^2+2\,\mathbf L\cdot\mathbf S .
\]

A state \(|l,j,m_j\rangle\) is an eigenstate of \(\mathbf J^2\), \(\mathbf L^2\) and \(\mathbf S^2\), with eigenvalues \(\hbar^2j(j+1)\), \(\hbar^2l(l+1)\) and \(\tfrac34\hbar^2\). Therefore

\[
\Lambda=\tfrac12\left[j(j+1)-l(l+1)-\tfrac34\right].
\]

For \(j=l+\tfrac12\), \(j(j+1)=(l+\tfrac12)(l+\tfrac32)=l^2+2l+\tfrac34\), and the bracket equals \(l\). For \(j=l-\tfrac12\), \(j(j+1)=(l-\tfrac12)(l+\tfrac12)=l^2-\tfrac14\), and the bracket equals \(-(l+1)\). Thus

\[
\Lambda=\frac l2\quad(j=l+\tfrac12),\qquad
\Lambda=-\frac{l+1}2\quad(j=l-\tfrac12).
\tag{2}
\]

## (b) Removing j from the operator

**Question.** Express \(\Pi_\pm\) through \(\Lambda\), and use the result to write \(\hat V_l\) as a spin-independent potential plus a multiple of \(\mathbf L\cdot\mathbf S\). What happens for \(l=0\)?

**Solution.** By (2), the operator \(\Lambda\) restricted to the shell is

\[
\Lambda P_l=\frac l2\,\Pi_+-\frac{l+1}2\,\Pi_- .
\]

Substitute \(\Pi_-=P_l-\Pi_+\):

\[
\Lambda P_l=\frac{2l+1}{2}\,\Pi_+-\frac{l+1}{2}\,P_l .
\]

Solving for \(\Pi_+\), and then subtracting it from \(P_l\), gives

\[
\Pi_+=\frac{l+1+2\Lambda}{2l+1}\,P_l,\qquad
\Pi_-=\frac{l-2\Lambda}{2l+1}\,P_l .
\tag{3}
\]

Insert (3) in (1). The terms without \(\Lambda\) are \((l+1)V_+\) and \(lV_-\); those with \(\Lambda\) are \(2V_+\) and \(-2V_-\). All have the denominator \(2l+1\). Hence

\[
\boxed{\;\hat V_l=\left[\bar V_l(r)+W_l(r)\,\frac{\mathbf L\cdot\mathbf S}{\hbar^2}\right]P_l\;}
\tag{4}
\]

with

\[
\bar V_l=\frac{(l+1)V_{l,l+1/2}+l\,V_{l,l-1/2}}{2l+1},\qquad
W_l=\frac{2\left(V_{l,l+1/2}-V_{l,l-1/2}\right)}{2l+1}.
\tag{5}
\]

When this split is written with \(\mathbf l\cdot\mathbf s\) and no \(\hbar\), the angular momenta are measured in units of \(\hbar\). Both \(\bar V_l\) and \(W_l\) are energies.

The original channels are recovered by putting the eigenvalues (2) into (4):

\[
\bar V_l+\frac l2W_l=\frac{(l+1)V_++lV_-+lV_+-lV_-}{2l+1}=V_+,
\]

\[
\bar V_l-\frac{l+1}2W_l=\frac{(l+1)V_++lV_--(l+1)V_++(l+1)V_-}{2l+1}=V_- .
\]

No expansion in the strength of the spin-orbit coupling was made: (4) is an operator identity for any \(V_\pm\). The derivation used the fact that \(V_\pm\) act on the radial coordinate alone, so it also holds if they are nonlocal radial operators. It does require a potential that is diagonal in \(l\) and \(j\) and independent of \(m_j\), as in (1).

For \(l=0\) there is one channel, \(j=\tfrac12\). The potential is \(\bar V_0=V_{0,1/2}\), and there is no spin term because \(\mathbf L\) gives zero on an s state. The projector \(P_l\) in (4) must be kept, since \(\bar V_l\) and \(W_l\) generally differ from shell to shell.

The scalar part is not a nonrelativistic potential. Relativistic effects common to both \(j\) channels remain in \(\bar V_l\). The function \(W_l\) contains the whole difference between the channels, including any difference introduced when the pseudopotentials were constructed. If both channels share a local potential, it cancels in \(W_l\). In particular, a common Coulomb tail drops out of \(W_l\), and if the two potentials coincide outside the ion core, \(W_l\) vanishes there.

## (c) Why the weights are unequal

**Question.** Show that the scalar part and the coefficient of \(\Lambda\) are unique for \(l\ge1\). What error follows if \(\bar V_l\) is replaced by the arithmetic mean of \(V_+\) and \(V_-\), with \(W_l\) unchanged?

**Solution.** The shell has \(2(2l+1)\) angular and spin states: \(2l+2\) with \(j=l+\tfrac12\) and \(2l\) with \(j=l-\tfrac12\). Take traces over these states at fixed \(r\). From (2),

\[
\operatorname{Tr}\Lambda=(2l+2)\frac l2-2l\,\frac{l+1}2=0,
\]

\[
\operatorname{Tr}\Lambda^2=(2l+2)\frac{l^2}4+2l\,\frac{(l+1)^2}4
=\frac{l(l+1)(2l+1)}2 .
\]

Suppose that \(\hat V_l=(a+b\Lambda)P_l\). Taking the trace of this equation, and then the trace after multiplying it by \(\Lambda\), gives

\[
a=\frac{\operatorname{Tr}\hat V_l}{2(2l+1)},\qquad
b=\frac{\operatorname{Tr}(\hat V_l\Lambda)}{\operatorname{Tr}\Lambda^2}.
\]

Both coefficients are fixed by \(\hat V_l\), so they must be those in (5). The scalar part is the average over states, not over channels. Each channel counts in proportion to its degeneracy \(2j+1\), which gives the ratio \((l+1):l\).

The arithmetic mean differs from this average by

\[
\bar V_l-\frac{V_++V_-}2
=\frac{2(l+1)V_++2lV_--(2l+1)(V_++V_-)}{2(2l+1)}
=\frac{D}{2(2l+1)} .
\tag{6}
\]

Using the mean therefore subtracts \(D/[2(2l+1)]\) from the potential in both channels. The potential difference between the channels is still right, but both potentials are displaced. For a p shell the displacement is \(-D/6\).

## (d) Matrix elements between plane waves

**Question.** Find the matrix element of \(\hat V_l\) between plane waves, leaving it as a \(2\times2\) matrix in spin.

**Solution.** Let \(\langle\mathbf r|\mathbf k\rangle=\Omega^{-1/2}e^{i\mathbf k\cdot\mathbf r}\), with \(\Omega\) the cell volume, and consider one ion at the origin of each cell. The wave vectors stand for \(\mathbf k+\mathbf G\) and \(\mathbf k+\mathbf G'\) of a band calculation. A local potential common to all channels, which carries the Coulomb tail, is assumed to have been removed from \(V_\pm\) and treated separately. The remaining integrals converge.

The expansion of a plane wave in spherical harmonics is

\[
e^{i\mathbf k\cdot\mathbf r}=4\pi\sum_{lm}i^l j_l(kr)\,Y_{lm}(\hat{\mathbf r})Y^*_{lm}(\hat{\mathbf k}),
\]

where \(j_l\) is a spherical Bessel function. For a radial function \(f(r)\), define

\[
F_l[f]=\int_0^\infty r^2j_l(kr)\,j_l(k'r)\,f(r)\,dr .
\]

The angular integral selects equal \(l,m\) on the two sides, and the phases cancel, \((-i)^l i^l=1\). The addition theorem, \(\sum_mY_{lm}(\hat{\mathbf k})Y_{lm}^*(\hat{\mathbf k}')=(2l+1)P_l(c)/4\pi\) with \(c=\hat{\mathbf k}\cdot\hat{\mathbf k}'\), then gives

\[
\langle\mathbf k|fP_l|\mathbf k'\rangle
=\frac{(4\pi)^2}{\Omega}F_l[f]\,\frac{2l+1}{4\pi}P_l(c)
=\frac{4\pi(2l+1)}{\Omega}F_l[f]\,P_l(c).
\tag{7}
\]

Here \(P_l(c)\), with an argument, is a Legendre polynomial.

For the spin term, let \(\mathbf L=\mathbf r\times\mathbf p\) act to the left. Since \(\mathbf r\,e^{-i\mathbf k\cdot\mathbf r}=i\nabla_{\mathbf k}e^{-i\mathbf k\cdot\mathbf r}\), position acts as \(i\nabla_{\mathbf k}\) and momentum as \(\hbar\mathbf k\). Reversing the order of the cross product changes the sign:

\[
\mathbf L\;\to\; i\hbar\,\nabla_{\mathbf k}\times\mathbf k=-i\hbar\,\mathbf k\times\nabla_{\mathbf k}.
\]

In this line the derivative acts on the function to the right; different components of \(\mathbf k\) and \(\nabla_{\mathbf k}\) commute. The operator \(\mathbf k\times\nabla_{\mathbf k}\) gives zero on a function of \(|\mathbf k|\), so it leaves \(F_l\) alone. On the angular factor, \(\nabla_{\mathbf k}c=(\hat{\mathbf k}'-c\hat{\mathbf k})/k\), whence

\[
\mathbf k\times\nabla_{\mathbf k}P_l(c)=P_l'(c)\,\hat{\mathbf k}\times\hat{\mathbf k}' .
\]

With \(\mathbf S=\hbar\boldsymbol\sigma/2\), the factors of \(\hbar\) cancel in \(\Lambda\), and (4) becomes

\[
\langle\mathbf k|\hat V_l|\mathbf k'\rangle=
\frac{4\pi(2l+1)}{\Omega}\left\{F_l[\bar V_l]P_l(c)
-\frac i2F_l[W_l]P_l'(c)\,(\hat{\mathbf k}\times\hat{\mathbf k}')\cdot\boldsymbol\sigma\right\}.
\tag{8}
\]

The spin term vanishes for parallel or antiparallel wave vectors. Interchanging \(\mathbf k\) and \(\mathbf k'\) reverses the cross product, which compensates the complex conjugation of \(i\); the matrix is Hermitian for real \(V_\pm\).

## (e) Average potential and average energy

**Question.** Let \(\bar E\) be the lowest level of a single ion in shell \(l\) when \(\bar V_l\) acts alone, and \(E_\pm\) the lowest levels in the two \(j\) channels. Is \(\bar E\) the weighted average of \(E_\pm\)? Find the splitting through second order in \(D\).

**Solution.** Let \(\bar h\) be the radial Hamiltonian with \(\bar V_l\), and assume that its lowest state \(u\) is bound. From (5), the channel Hamiltonians are

\[
h_\pm=\bar h+s_\pm D,\qquad
s_+=\frac l{2l+1},\qquad s_-=-\frac{l+1}{2l+1}.
\]

Let \(w_+=(l+1)/(2l+1)\) and \(w_-=l/(2l+1)\). Then \(w_++w_-=1\) and \(w_+s_++w_-s_-=0\). Using \(u\) as a trial function in each channel gives \(E_\pm\le\bar E+s_\pm\langle D\rangle\), where \(\langle D\rangle=\langle u|D|u\rangle\). The weighted sum is

\[
w_+E_++w_-E_-\le\bar E .
\tag{9}
\]

Thus the level of the average potential cannot lie below the average level. This argument applies to the lowest state of the shell.

For small \(D\), perturbation theory gives

\[
E_\pm\approx\bar E+s_\pm\langle D\rangle+s_\pm^2E_2,\qquad
E_2=\sum_{n\ne0}\frac{|\langle n|D|u\rangle|^2}{\bar E-\bar E_n}\le0,
\tag{10}
\]

where the sum runs over the other radial states of \(\bar h\), including the continuum. The required combinations are

\[
w_+s_+^2+w_-s_-^2=\frac{(l+1)l^2+l(l+1)^2}{(2l+1)^3}=\frac{l(l+1)}{(2l+1)^2},
\]

\[
s_+-s_-=1,\qquad s_+^2-s_-^2=(s_+-s_-)(s_++s_-)=-\frac1{2l+1}.
\]

It follows that

\[
\bar E-(w_+E_++w_-E_-)\approx-\frac{l(l+1)}{(2l+1)^2}E_2,\qquad
E_+-E_-\approx\langle D\rangle-\frac{E_2}{2l+1}.
\tag{11}
\]

To first order the average is preserved. At second order it is not, because the radial function adjusts to each channel; the exception is a constant \(D\), for which \(E_2=0\). These formulas hold for fixed potentials; a self-consistent calculation also changes the electron density.

## (f) A p shell in numbers

**Question.** One electron moves in the model potentials

\[
V_{1j}(r)=-\frac{Ze^2}{r}\operatorname{erf}\!\left(\frac rb\right)+A_j e^{-r^2/c_0^2},
\]

with \(Z=3\), \(b=c_0=1\) bohr, \(A_{3/2}=2.0\) hartree and \(A_{1/2}=1.6\) hartree. Construct the split at \(r=1\) bohr, find the lowest levels, compare them with (11), and evaluate (8) for one pair of plane waves.

**Solution.** At \(r=1\) bohr the potentials are \(V_{3/2}=-1.7923\) and \(V_{1/2}=-1.9395\) hartree. For \(l=1\) the weights are \(2/3\) and \(1/3\), so

\[
\bar V_1=\frac{2(-1.7923)-1.9395}{3}=-1.8414\ \text{hartree},
\]

\[
W_1=\tfrac23(-1.7923+1.9395)=0.0981\ \text{hartree}.
\]

At 3 bohr, \(W_1\) has fallen to 0.00003 hartree, while \(\bar V_1\) is still \(-0.99975\) hartree. The Coulomb part has cancelled in \(W_1\).

The radial equation of each channel was solved by finite differences with steps of 0.01 and 0.005 bohr, and the leading step error was removed by extrapolation. The lowest levels are

\[
E_{3/2}=-0.803962\ \text{hartree},\qquad E_{1/2}=-0.822206\ \text{hartree},
\]

or \(-21.877\) and \(-22.373\) eV. Six decimals are kept because the second-order effects are small differences; they describe this model, not an atom.

The operator (4) was then diagonalized without using \(j\), in a basis of 40 Laguerre radial functions times three orbital and two spin states. Its lowest levels are a doublet at \(-0.822206\) hartree and a quartet at \(-0.803962\) hartree. The degeneracies are \(2j+1\) for \(j=\tfrac12\) and \(j=\tfrac32\). The splitting is 0.018244 hartree, or 0.496 eV.

With \(\bar V_1\) alone, the same radial basis gives \(\bar E=-0.809783\) hartree. The weighted average of the channel levels is

\[
\frac{4(-0.803962)+2(-0.822206)}6=-0.810043\ \text{hartree}.
\]

It lies 0.00026 hartree below \(\bar E\), in the direction required by (9). The states of \(\bar h\) in this basis also give \(\langle D\rangle=0.017838\) and \(E_2=-0.001151\) hartree. Equation (11) predicts an offset of \(\tfrac29(0.001151)=0.000256\) hartree and a splitting of

\[
0.017838+\tfrac13(0.001151)=0.018222\ \text{hartree}.
\]

First order alone underestimates the splitting by 2.2% of its full value; second order reduces this error to 0.1%.

If the arithmetic mean replaces \(\bar V_1\), diagonalization places the \(j=\tfrac32\) level too low by 0.00288 hartree and the \(j=\tfrac12\) level too low by 0.00328 hartree. The first-order estimate from (6) is \(\langle D\rangle/6=0.00297\) hartree for both. The difference between the two errors enters at second order. With the mean, the channel Hamiltonians are \(\bar h+(s_\pm-\tfrac16)D\), so (10) gives the shift \(-\tfrac16\langle D\rangle+[(s_\pm-\tfrac16)^2-s_\pm^2]E_2\). For \(s_+=\tfrac13\) the bracket is \(\tfrac1{36}-\tfrac19=-\tfrac1{12}\), and for \(s_-=-\tfrac23\) it is \(\tfrac{25}{36}-\tfrac49=\tfrac14\). The predicted shifts are \(-0.002973+0.000096=-0.00288\) and \(-0.002973-0.000288=-0.00326\) hartree, against the computed \(-0.00288\) and \(-0.00328\) hartree.

For the plane waves, take \(\mathbf k=(1,0,0)\) and \(\mathbf k'=(0.6,0.8,0)\) per bohr, and keep the Gaussian part of the potentials. Then \(c=0.6\), \(\hat{\mathbf k}\times\hat{\mathbf k}'=0.8\,\hat{\mathbf z}\), \(P_1(c)=c\) and \(P_1'(c)=1\). Numerical quadrature gives \(F_1[\bar V_1]=0.085724\) and \(F_1[W_1]=0.012246\) hartree bohr³. Equation (8) becomes

\[
\Omega\langle\mathbf k|\hat V_1|\mathbf k'\rangle
=12\pi\left[0.6(0.085724)-\tfrac i2(0.8)(0.012246)\,\sigma_z\right]
\]

\[
=1.939-0.185\,i\,\sigma_z\quad\text{hartree bohr}^3 .
\]

Spin up and spin down along \(z\) receive opposite imaginary parts. There is no spin flip for this pair, because both wave vectors lie in the \(xy\) plane and their cross product is along \(z\). A pair whose cross product has an \(x\) or \(y\) component also couples the two spin directions, provided that \(F_l[W_l]P_l'(c)\) is not zero.
